# Why the Homonuclear NOE Vanishes While a Weakly Locked ROE Survives

Two protons a quarter of a nanometre apart can give no nuclear Overhauser effect at all. Anyone who reads the missing cross peak as a large distance gets the structure wrong. In a 600 MHz spectrometer this happens when the molecule tumbles with a correlation time near 0.3 ns. If the same magnetization is held transverse by a weak resonant radiofrequency field, the transfer returns. The distance and the interaction are unchanged. What changes is the axis along which the spins are observed, and with it the motion that can drive each kind of flip.

## The model

Take two spins-1/2 of the same isotope, $I$ and $S$, at a fixed distance $r$ in a molecule that tumbles isotropically. Their dipolar interaction, in angular-frequency units, is

$$V=b\,[\mathbf I\cdot\mathbf S-3(\mathbf I\cdot\mathbf n)(\mathbf S\cdot\mathbf n)],\qquad b=\frac{\mu_0\gamma^2\hbar}{4\pi r^3},$$

where $\mathbf n$ is the unit vector between the spins. Orientational correlations of $V$ decay as $e^{-|t|/\tau_c}$. With $b\tau_c\ll1$, second-order perturbation theory gives the transition rate between two states,

$$W=\langle|V_{ba}|^2\rangle\int_{-\infty}^{\infty}e^{-|t|/\tau_c}\cos\omega t\,dt=2\langle|V_{ba}|^2\rangle J(\omega),\qquad J(\omega)=\frac{\tau_c}{1+\omega^2\tau_c^2}.$$

Here $\omega$ is the frequency that the motion must supply, and the angle brackets average over orientation. The two Larmor frequencies are both taken as $\omega_0$, which requires a shift difference small against $1/\tau_c$. Other relaxation mechanisms and transfer through scalar coupling are left out.

## Two flips with opposite effects

Choose an axis and label the four states by the spin directions along it. Let $p$ denote the deviations of their populations from equilibrium, and define

$$I=p_{++}+p_{+-}-p_{-+}-p_{--},\qquad S=p_{++}-p_{+-}+p_{-+}-p_{--}.$$

A double flip, $++\leftrightarrow--$, has rate $W_2$. It changes $I$ at the rate $-2W_2(p_{++}-p_{--})=-W_2(I+S)$. A flip-flop, $+-\leftrightarrow-+$, has rate $W_0$ and contributes $-2W_0(p_{+-}-p_{-+})=-W_0(I-S)$. Single flips of the first spin, with rate $W_1$, contribute $-2W_1I$. Altogether,

$$\frac{dI}{dt}=-\rho I-\sigma S,\qquad \rho=W_0+2W_1+W_2,\qquad \sigma=W_2-W_0.$$

The cross-relaxation rate $\sigma$ is a contest between double flips and flip-flops.

Coherences between the four states do not disturb this bookkeeping at second order. One commutator of $V$ with a one-spin operator gives products $I_aS_b$. A second commutator compares two such products. If both factors agree, they commute. If both differ, each pair anticommutes and the products again commute. If one factor agrees, a one-spin operator remains. One-spin magnetization therefore feeds one-spin magnetization alone. This leaves the components perpendicular to the chosen axis. Along the static field, rotational symmetry about $z$ keeps them uncoupled from the longitudinal ones. Along a transverse axis $x$, the same symmetry excludes the $z$ components, but second-order frequency shifts, at most of order $b^2\tau_c$, couple $x$ to $y$ components. A lock field much stronger than $b^2\tau_c$ makes the $y$ components precess about $x$ and averages this coupling away.

## Sorting the interaction by its energy cost

Let $\mathbf n$ have polar angles $\vartheta,\varphi$, with $c=\cos\vartheta$ and $s=\sin\vartheta$. Then

$$\mathbf I\cdot\mathbf n=cI_z+\tfrac{s}{2}(I_+e^{-i\varphi}+I_-e^{i\varphi}),$$

and similarly for $S$. Multiply the two expressions and collect terms that raise the Zeeman quantum number by $q$. For $q=0$, the flip-flop coefficient is $\tfrac12-\tfrac34s^2=(3c^2-1)/4$. The parts are

$$V_0=b(1-3c^2)\left[I_zS_z-\tfrac14(I_+S_-+I_-S_+)\right],$$

$$V_1=-\tfrac32b\,sc\,e^{-i\varphi}(I_zS_++I_+S_z),\qquad V_2=-\tfrac34b\,s^2e^{-2i\varphi}I_+S_+,$$

with $V_{-q}=V_q^\dagger$. Each part samples the motion at $q\omega_0$. Different parts do not interfere, because their products average to zero over $\varphi$. Since $\langle c^2\rangle=1/3$ and $\langle c^4\rangle=1/5$, the averages needed are

$$\langle(1-3c^2)^2\rangle=\tfrac45,\qquad \langle s^2c^2\rangle=\tfrac2{15},\qquad \langle s^4\rangle=\tfrac8{15}.$$

## Along the static field

For longitudinal magnetization, the flip-flop comes from $V_0$, the single flip from $V_1$ and the double flip from $V_2$. In a single flip the partner contributes $S_z=\pm\tfrac12$. Hence

$$W_0=2b^2\cdot\tfrac45\cdot\tfrac1{16}J(0)=\tfrac{b^2}{10}J(0),$$

$$W_1=2b^2\cdot\tfrac94\cdot\tfrac2{15}\cdot\tfrac14J(\omega_0)=\tfrac{3b^2}{20}J(\omega_0),$$

$$W_2=2b^2\cdot\tfrac9{16}\cdot\tfrac8{15}J(2\omega_0)=\tfrac{b^2}{10}6J(2\omega_0).$$

The cross-relaxation rate is

$$\boxed{\sigma_{\rm NOE}=\frac{b^2}{10}[6J(2\omega_0)-J(0)]}$$

For fast tumbling, both spectral densities equal $\tau_c$, and the double flip wins by six to one. A double flip must find the frequency $2\omega_0$ in the motion, whereas a flip-flop exchanges energy between the spins and needs none. Slower tumbling thus starves the positive term relative to the negative one. They balance when

$$\frac{6}{1+4\omega_0^2\tau_c^2}=1\quad\Longrightarrow\quad4\omega_0^2\tau_c^2=5\quad\Longrightarrow\quad\omega_0\tau_c=\frac{\sqrt5}{2}\approx1.118.$$

Relaxation has not stopped there. Two active processes transfer magnetization with opposite signs at equal rates.

## Along the lock field

Now apply a resonant field of strength $\omega_1$ along $x$ in the rotating frame. It must be strong compared with the shift difference and with $b^2\tau_c$, so that both spins stay locked along $x$, but weak enough that $\omega_1\tau_c\ll1$. Flips about $x$ then cost negligible lock energy. The parts $V_q$ still oscillate at $q\omega_0$, but each must be read again as flips about the new axis.

The ladder operators about $x$ are $L_\pm=I_y\pm iI_z$, so $I_y=(L_++L_-)/2$ and $I_z=(L_+-L_-)/(2i)$. Let $M_\pm$ be the same operators for $S$. Then

$$I_yS_y=\tfrac14(L_+M_++L_-M_-+L_+M_-+L_-M_+),$$

$$I_zS_z=\tfrac14(-L_+M_+-L_-M_-+L_+M_-+L_-M_+).$$

**The part with $q=0$.** Its bracket is $I_zS_z-\tfrac12(I_xS_x+I_yS_y)$. The double-flip amplitude is $-\tfrac14-\tfrac18=-\tfrac38$, and the flip-flop amplitude is $\tfrac14-\tfrac18=\tfrac18$. Multiplying their squares by $2\cdot\tfrac45b^2$ gives rates $(b^2/10)\tfrac94J(0)$ and $(b^2/10)\tfrac14J(0)$.

**The parts with $q=\pm1$.** For $q=1$, the spin operator is $I_zS_x+I_xS_z+i(I_zS_y+I_yS_z)$. The first two terms flip one spin. In the last bracket the flip-flops cancel:

$$i(I_zS_y+I_yS_z)=\tfrac12(L_+M_+-L_-M_-).$$

This is a pure double flip. Its rate, counting $q=+1$ and $q=-1$, is

$$2\cdot2b^2\cdot\tfrac94\cdot\tfrac2{15}\cdot\tfrac14J(\omega_0)=\tfrac{b^2}{10}3J(\omega_0).$$

**The parts with $q=\pm2$.** Here $I_+S_+=I_xS_x-I_yS_y+i(I_xS_y+I_yS_x)$. The term $-I_yS_y$ gives double flips and flip-flops the same amplitude, $-\tfrac14$. Each process has rate

$$2\cdot2b^2\cdot\tfrac9{16}\cdot\tfrac8{15}\cdot\tfrac1{16}J(2\omega_0)=\tfrac{b^2}{10}\tfrac34J(2\omega_0),$$

so they cancel in $\sigma$. Subtracting all flip-flops from all double flips leaves

$$\boxed{\sigma_{\rm ROE}=\frac{b^2}{10}[3J(\omega_0)+2J(0)]}$$

The zero-frequency motion that drives only flip-flops along $z$ drives both processes along $x$, and the double flips win by nine to one. Since $J(0)>0$ and $J(\omega_0)\ge0$, this rate is positive for every finite $\tau_c>0$ under the stated lock conditions.

For $\omega_0\tau_c\ll1$, both cross-relaxation rates approach $b^2\tau_c/2$. For $\omega_0\tau_c\gg1$, they approach $-b^2\tau_c/10$ and $+b^2\tau_c/5$.

## What a cross peak shows

The size of a cross peak also depends on self-relaxation. Along $z$, $W_0+2W_1+W_2$ gives

$$\rho_z=\tfrac{b^2}{10}[J(0)+3J(\omega_0)+6J(2\omega_0)].$$

Along $x$, single flips arise from $I_zS_x$ at $q=\pm1$ and from $I_yS_x$ at $q=\pm2$. Both have amplitude $\tfrac14$. With the averages above, each pair of parts contributes $0.075\,b^2$ times its spectral density to $W_1$. Adding $2W_1$ to the double-flip and flip-flop rates gives

$$\rho_x=\tfrac{b^2}{20}[5J(0)+9J(\omega_0)+6J(2\omega_0)].$$

Start with unit deviation on $S$ and none on $I$. The sum $I+S$ decays at $\rho+\sigma$, and the difference $S-I$ at $\rho-\sigma$. Half the sum minus half the difference is

$$I(t)=\tfrac12\left[e^{-(\rho+\sigma)t}-e^{-(\rho-\sigma)t}\right].$$

Positive $\sigma$ therefore gives a transferred signal opposite in sign to its source.

Consider a model proton pair with $r=0.25$ nm at 600 MHz. The constants give $b=4.830\times10^4$ rad/s, and $\omega_0=3.770\times10^9$ rad/s. The null lies at

$$\tau_c=\frac{1.118}{3.770\times10^9\ \mathrm{s^{-1}}}=0.297\ \mathrm{ns}.$$

There $J(\omega_0)/\tau_c=1/(1+5/4)=4/9$, so $\sigma_{\rm ROE}=(b^2\tau_c/10)(4/3+2)=b^2\tau_c/3=0.231\ \mathrm{s^{-1}}$. With $J(2\omega_0)/\tau_c=1/6$, $\rho_x=b^2\tau_c(5+4+1)/20=0.346\ \mathrm{s^{-1}}$. After 200 ms,

$$I=\tfrac12(e^{-0.577\times0.2}-e^{-0.115\times0.2})=-0.043.$$

The locked experiment transfers about 4% of the initial deviation, while the longitudinal one transfers nothing.

The same pair at three correlation times gives:

| $\tau_c$ (ns) | $\sigma_{\rm NOE}$ (s⁻¹) | $\sigma_{\rm ROE}$ (s⁻¹) | NOE transfer | ROE transfer |
|---|---|---|---|---|
| 0.030 | 0.033 | 0.035 | −0.0065 | −0.0069 |
| 0.297 | 0 | 0.231 | 0 | −0.043 |
| 5.0 | −1.16 | 2.34 | 0.185 | −0.270 |

The NOE transfer changes sign across the null; the ROE transfer does not. For a 5 kHz lock at $\tau_c=5$ ns, $\omega_1\tau_c=1.6\times10^{-4}$, so the weak-lock condition holds well. The ROE columns also assume that both resonances lie much closer than 5 kHz to the carrier, which a proton spectrum several kilohertz wide does not guarantee. For resonances 3 kHz apart (5 ppm at 600 MHz) with the carrier on $S$, spin $I$ is locked along a tilted axis, and the transfer at the null, read along that axis, falls from $-0.043$ to $-0.037$.

The numerical check also tests both rates, at three values of $\omega_0\tau_c$, against a stochastic Liouville calculation that does not use second-order theory. In it the orientation jumps among six axes, the shifts are equal and no lock field is present. The transverse rate is read from the decay in magnitude of the sum and the difference of the two transverse magnetizations, so the test covers the limit $\omega_1\tau_c\to0$.

## Where the protection ends

**A tilted lock.** Off resonance, both spins are locked at an angle $\theta$ from the static field, and the observed component is $I_z\cos\theta+I_x\sin\theta$. Rotational symmetry about $z$ forbids cross relaxation between $z$ and $x$ components, so

$$\sigma(\theta)=\cos^2\theta\,\sigma_{\rm NOE}+\sin^2\theta\,\sigma_{\rm ROE}.$$

Once $\sigma_{\rm NOE}$ is negative, this vanishes at $\tan^2\theta=-\sigma_{\rm NOE}/\sigma_{\rm ROE}$. For slow tumbling the ratio is $1/2$ and $\theta=35.3^\circ$. At 5 ns the example gives $35.2^\circ$. This assumes equal tilts. For spins with different offsets the same symmetry gives $\sigma=\cos\theta_I\cos\theta_S\,\sigma_{\rm NOE}+\sin\theta_I\sin\theta_S\,\sigma_{\rm ROE}$. If they lie on opposite sides of the carrier, the product of cosines is negative, and a negative $\sigma_{\rm NOE}$ then adds to the ROE term instead of cancelling it.

**A strong lock.** If $\omega_1\tau_c$ is not small, a double flip about $x$ costs $2\omega_1$, while a flip-flop still costs nothing. For $\omega_1\ll\omega_0$, the change matters in the $q=0$ part:

$$\sigma=\frac{b^2}{10}\left[\frac{9J(2\omega_1)-J(0)}4+3J(\omega_0)\right].$$

When $\omega_0\tau_c\gg1$, the last term is negligible. The null then requires $9/(1+4\omega_1^2\tau_c^2)=1$, or $\omega_1\tau_c=\sqrt2$. This is the NOE cancellation again, with the lock frequency setting the price. In the example, taking $b\tau_c=0.1$ to stay within second-order theory means $\tau_c=2.07$ µs and a lock of about 109 kHz.

**More than one correlation time.** The value $\sqrt5/2$ belongs to a single Lorentzian; the general NOE condition is $6J(2\omega_0)=J(0)$. Suppose fast local motion at fixed $r$ gives

$$J(\omega)=A\frac{\tau_c}{1+\omega^2\tau_c^2}+(1-A)\frac{\tau_e}{1+\omega^2\tau_e^2},\qquad \tau_e<\tau_c.$$

At the old null the first term contributes zero to $\sigma_{\rm NOE}$, while the faster second term still contributes positively. Slower overall tumbling is needed to restore the balance. With $A=0.8$ and $\tau_e/\tau_c=0.1$, the null moves to $\omega_0\tau_c=1.20$. There $\sigma_{\rm ROE}=0.268\,b^2\tau_c$, still positive because $J(0)$ and $J(\omega_0)$ are both positive and enter the ROE rate with positive coefficients.

## Numbers as computed

```
NOE null, w0*tc (numerical root): 1.118034
sqrt(5)/2: 1.118034
Flip weights in b^2/10, for J(0), J(w0), J(2w0):
  z axis, double flip: 0.00, 0.00, 6.00
  z axis, flip-flop: 1.00, 0.00, 0.00
  lock axis, double flip: 2.25, 3.00, 0.75
  lock axis, flip-flop: 0.25, 0.00, 0.75
Stochastic Liouville at null, sigma/(b^2 tc):
  NOE 0.0000 (magnitude), ROE 0.3333
  ROE from formula 0.3333
Slow-tumbling tilt null, from z: 35.26 deg
Strong-lock null, w1*tc: 1.4142 (at w0*tc = 1000)
Local motion: S^2 = 0.8, te/tc = 0.1
  shifted NOE null, w0*tc: 1.2035
  ROE there, sigma/(b^2 tc): 0.2679
Example: r = 0.25 nm, nu0 = 600 MHz
Proton gamma: 2.67522e+08 rad/(s T)
w0: 3.76991e+09 rad/s
b: 4.8303e+04 rad/s; b/(2 pi): 7.688 kHz
tc at NOE null: 0.2966 ns
Mixing time: 200 ms; lock nu1: 5 kHz
tc = 0.0300 ns, w0*tc = 0.1131, b*tc = 1.45e-06
  sigma_NOE 0.0330 /s, sigma_ROE 0.0347 /s
  rho_z 0.0677 /s, rho_x 0.0686 /s
  transfer: NOE -0.0065, ROE -0.0069
tc = 0.2966 ns, w0*tc = 1.1180, b*tc = 1.43e-05
  sigma_NOE 0.0000 /s, sigma_ROE 0.2307 /s
  rho_z 0.2307 /s, rho_x 0.3460 /s
  transfer: NOE 0.0000, ROE -0.0431
tc = 5.0000 ns, w0*tc = 18.8496, b*tc = 2.42e-04
  sigma_NOE -1.1617 /s, sigma_ROE 2.3430 /s
  rho_z 1.1813 /s, rho_x 2.9337 /s
  transfer: NOE 0.1851, ROE -0.2703
Lock w1*tc at 5 ns: 1.57e-04
Tilt null at 5 ns, from z: 35.15 deg
Strong-lock null at b*tc = 0.1: tc = 2.070 us
  required nu1: 108.7 kHz
```
